Delay of an Electrothermal Switch Just Above Its Turning Voltage, part 1

(Sections cited here and not found follow in the second part.)

## First half: the turning point and the leading delay

Consider a small resistor that heats itself and conducts better when hot. Let y be its temperature rise above the surroundings, measured in units of the rise that multiplies its conductance by e. A constant voltage V is switched on at time zero. The heating is then proportional to V² exp(y), the loss to the surroundings is proportional to y, and the heat balance is

τ dy/dt = p exp(y) − y,

where τ is the thermal relaxation time and p is proportional to V². A steady state needs p = y exp(−y). The right-hand side has derivative (1 − y) exp(−y), so it rises from zero to a maximum 1/e at y = 1 and then falls. For p below 1/e there is a cool steady state with y < 1. For p above 1/e there is none, and the temperature runs away. The voltage at which p = 1/e is the turning voltage V*.

Now let V exceed V* by a small fraction η, so that p = (1 + η)²/e, and write y = 1 + u. The heat balance becomes

τ du/dt = (1 + η)² exp(u) − 1 − u.

For small η and u the first term is (1 + 2η)(1 + u + u²/2) to the order needed. The constants and the terms linear in u cancel, apart from the small product 2ηu, and there remains

τ du/dt ≈ 2η + u²/2.

Heating exceeds loss by a margin that shrinks to 2η at u = 0. The temperature must creep through this bottleneck. The time it takes is

t ≈ τ ∫ du/(2η + u²/2) = πτ/√(2η · ½) = πτ/√η,

where the limits have been taken to ±∞ because most of the integral comes from |u| of order √η. At one percent overvoltage this is about 31τ. The delay is long because two nearly equal heat flows almost balance; no slow material process is involved.

A real conductance is not a pure exponential of temperature, and it can depend on voltage too. The same argument can be carried through for thermally activated conduction with a field-lowered barrier. The cell is a film of thickness d between two electrodes, described by one temperature T. Its surroundings are at T0, its heat capacity is C, and its thermal resistance to the surroundings is R. With the voltage V held constant after the step,

C dT/dt = V² G(T,V) − (T − T0)/R,

G(T,V) = G0 exp[−W(V)/(kT)],  W(V) = Ea − β√V.

Here k is Boltzmann's constant, Ea is the zero-field barrier, and G0 is a constant. Energies are in electronvolts and temperatures in kelvin, so k is in eV/K in these formulas.

The square root comes from the Poole–Frenkel picture of an electron leaving a positively charged centre. In a field F = V/d, and with permittivity ε, its potential energy at distance x is −e²/(4πεx) − eFx. Setting the derivative to zero puts the maximum at x = √[e/(4πεF)]. There the two terms are equal, so the barrier is lowered by 2eFx = √[e³F/(πε)]. Dividing by e to express the result in electronvolts gives β = √[e/(πεd)]. The permittivity is the high-frequency one, since the electron leaves quickly.

Multiplying the heat balance by R and setting τ = RC gives

τ dT/dt = r(T,V),  r(T,V) = P(T,V) − (T − T0),  P = R V² G.

P is the temperature rise that the present heating would sustain. The reduced rate r is in kelvin per τ. Subscripts T and V denote partial derivatives.

At a fixed voltage, steady states satisfy

R V² G0 = H(T),  H(T) = (T − T0) exp[W/(kT)].

The logarithmic derivative of H is 1/(T − T0) − W/(kT²). It vanishes when kT² − WT + WT0 = 0, that is, at

T∓ = (W/2k)[1 ∓ √(1 − 4kT0/W)].

If W > 4kT0, H rises from zero at T0 to a maximum at T−, falls to a minimum at T+, and rises again. The cool branch of steady states ends when R V² G0 reaches the maximum. If W < 4kT0, H rises throughout, each voltage has a single steady temperature, and there is no turning voltage of this kind.

At the turning point, marked by a star, two conditions hold. The first is heat balance, r = 0, or P = T* − T0. The second is r_T = 0, or P_T = 1. Since P depends on T through the exponential alone, P_T = P W/(kT²). Combining the two conditions gives

T* − T0 = kT*²/W,

which is the quadratic equation just solved. The cool root T− is the one required. Multiplying its numerator and denominator by 1 + √(1 − 4kT0/W) puts it in the form

T* = 2T0/[1 + √(1 − 4kT0/W)],

so T0 < T* < 2T0. Because W depends on V, the turning voltage is found by inserting this temperature into P = T* − T0 and solving for V.

The two sides of V* behave differently for a start at T0. At fixed T, P grows with V, because both V² and G grow. If V < V*, then r(T*,V) < r(T*,V*) = 0, while r(T0,V) = P(T0,V) > 0. There is a zero of r between T0 and T*, and the temperature stops at the first one it meets. If V > V*, then r(T,V) > r(T,V*) ≥ 0 at every temperature from T0 up to the hot steady state at V*, which lies above T+. The temperature passes T* and reaches any chosen Te in that range. The hot steady state is only a root of the model equation: with the parameters used below it lies near 9 × 10⁴ K, where no film survives. The model therefore describes the delay before switching, not the conducting state that follows, and Te must be chosen where the conduction law is still reasonable. The delay is the time needed to reach Te, with Te > T* held fixed as the voltage is varied.

To find it, write u = T − T* and V = V*(1 + η), and expand r. Neither the constant term nor the term linear in u survives at η = 0. The first terms that remain are

r ≈ Aη + Bu²,  A = V* P_V,  B = P_TT/2,

with all derivatives taken at the turning point.

For A, differentiate P = R V² G0 exp[−(Ea − β√V)/(kT)] with respect to V. The prefactor contributes 2/V. The exponent contributes +β/(2kT√V), since lowering the barrier raises the conductance. Hence

V P_V = mP,  m = 2 + β√V*/(2kT*),

and P = T* − T0 gives A = m(T* − T0).

For B, differentiate P_T = P W/(kT²) once more:

P_TT = P[(W/(kT²))² − 2W/(kT³)].

At the turning point W/(kT*²) = 1/(T* − T0) and P = T* − T0. Therefore

P_TT = 1/(T* − T0) − 2/T* = (2T0 − T*)/[T*(T* − T0)],

B = (2T0 − T*)/[2T*(T* − T0)].

B is positive because T* < 2T0. It falls to zero when W approaches 4kT0, where the turning point disappears and this expansion fails.

The time is τ times the integral of dT/r from T0 to Te. With the two leading terms,

∫ du/(Aη + Bu²) = [1/√(ABη)] arctan[u√(B/(Aη))].

The lower limit is negative and the upper limit positive, both fixed. As η → 0 the arctangent changes by nearly π. In the product AB the factor T* − T0 cancels, leaving m(2T0 − T*)/(2T*). The leading delay is therefore

t ≈ πτ √{2T*/[m(2T0 − T*)]} / √η.

The neglected terms must not spoil this. Near the turning point their sum ρ is bounded by a constant times |u|³ + η|u| + η². In a sufficiently small fixed interval around u = 0, and for small enough η, r is then at least half of Aη + Bu². The error made in 1/r is at most a constant times |ρ|/(Aη + Bu²)². The cubic part of ρ contributes at most of order ln(1/η) to the time, the mixed part a bounded amount, and the last part an amount of order √η. Outside the interval r stays away from zero, so that part of the time is bounded. All these contributions are small compared with 1/√η, and the leading law holds. The second half replaces the logarithmic bound by a sharper result.

The natural width of the bottleneck is s = √(Aη/B). The arctangent runs from −π/4 to π/4 as u goes from −s to s, so half of the leading delay is spent in that interval.

For numbers, take a film 20 nm thick and 50 nm in radius, with Ea = 0.40 eV, a high-frequency relative permittivity of 10, R = 1.5 × 10⁶ K/W and T0 = 300 K. The conductivity prefactor is 1500 S/cm, which gives G0 = 0.0589 S. With a volumetric heat capacity of 3 × 10⁶ J/(m³ K), C is 4.71 × 10⁻¹⁶ J/K and τ = RC = 0.707 ns. Switching is taken to mean reaching Te = 450 K.

The turning point lies at V* = 1.0342 V and T* = 345.1 K. A direct search for the voltage at which the minimum of r touches zero gives the same pair. The barrier there is 0.2274 eV, well above 4kT0 = 0.1034 eV. The current is 29.1 μA and the power 30.1 μW. As a check on the heat balance, 1.5 × 10⁶ K/W times 30.1 μW is 45.1 K, which is T* − T0.

With m = 4.901, the coefficients are

A = 4.901 × 45.14 K = 221.2 K per τ,

B = 254.9/(2 × 345.1 × 45.14) = 0.00818 per K per τ.

Finite differences of r reproduce both. The leading coefficient is π√[690.3/(4.901 × 254.9)] = 2.335, so

t ≈ 2.335 τ/√η = 1.651 ns/√η.

At one percent overvoltage this gives 16.5 ns. Direct quadrature of dT/r gives 13.6 ns. The leading term is thus 21 percent above the model's own delay, and the difference is almost a constant in time, as the second half shows. The bottleneck has s = 16.4 K.

Below the turning voltage, setting Aη + Bu² to zero gives u = ±√(A|η|/B). The negative root is stable. At one percent undervoltage it predicts a settled temperature of 328.7 K, while time integration of the full balance settles at 330.8 K. The derivative of r at this root is −2√(AB|η|) to leading order, so small disturbances relax in a time τ/[2√(AB|η|)]. The approach to rest slows with the same exponent.

Since the delay depends on η, it is sensitive to anything that moves V*. A small fractional change δ in V*, at fixed applied voltage, changes η by about −δ, and hence the leading delay by a fraction δ/(2η). At one percent overvoltage, a rise of 0.1 percent in V* lengthens the leading delay by about 5 percent.

The ambient temperature is one such influence. T0 enters r explicitly with derivative +1. As the turning point moves, r stays zero, and the displacement of T* has no first-order effect because r_T = 0. Thus P_V dV* + dT0 = 0, or

dV*/V* = −dT0/A.

This is −0.452 percent per kelvin; solving again at 301 K gives −0.451 percent. At an ambient of 358 K the turning voltage is 0.808 V, some 22 percent lower.

A series resistance is another. If a source Vs feeds the cell through a resistance R_L, the cell voltage V solves

V[1 + R_L G(T,V)] = Vs.

The left side increases with V, so V is unique, and it falls as T rises because G rises. The rate is now a function of T and Vs. If its turning point is still nondegenerate, the expansion above applies with new coefficients, and the exponent −1/2 is unchanged. For small R_L the turning source voltage shifts by R_L I*, where I* is the turning current; again the displacement of T* does not contribute at first order.

For R_L = 200 Ω, this estimate is 200 Ω × 29.1 μA = 5.8 mV. The full calculation gives a shift of 5.9 mV, or 0.57 percent, and a leading coefficient of 2.413 instead of 2.335. At the source voltage that was one percent above V* without the load, the true overvoltage is now 1.04450/1.04009 − 1 = 0.42 percent. The delay grows from 13.6 to 23.2 ns. An overvoltage in the delay law must therefore be measured from the turning voltage of the complete circuit.

## Second half: the constant term, filaments and noise

The first half considered a cell at temperature T, heated from the ambient T0 by a constant voltage V. Its balance is τ dT/dt = r(T,V), where r is heating minus loss in kelvin per τ, and τ is the product of thermal resistance R and heat capacity C. The cool steady state ends at the turning voltage V* and temperature T*. With u = T − T* and η = V/V* − 1, the rate near this point is Aη + Bu², and the time to reach a fixed Te > T* is πτ/√(ABη) to leading order. In the example T0 = 300 K, T* = 345.1 K, Te = 450 K, V* = 1.0342 V, τ = 0.707 ns, A = 221.2 K per τ, B = 0.00818 per K per τ, and the leading delay is 2.335 τ/√η.

The earlier bound on the correction allowed a term in ln η. In fact the next term is a constant. To see why, continue T into the complex plane. For small η > 0, r has no zero on the real path from T0 to Te, but the real double zero at T* has split into a complex conjugate pair near T* ± is, with s = √(Aη/B). Let z be the upper one.

Join T0 to Te by a second path, an arc through the upper half-plane that passes above z. The activated rate is analytic there, since its singular point T = 0 is excluded. Zeros of an analytic function are isolated, so the arc can be kept low enough to enclose no other zero. Going along the real path and back along the arc encloses z counterclockwise. At a simple zero the residue of 1/r is 1/r_T, and hence

t/τ = 2πi/r_T(z,V) + ∫_arc dT/r(T,V).

No approximation has been made in this identity. The divergence sits in the first term. The second stays finite, because the arc keeps a fixed distance from T*.

To expand the first term, include the next terms of the rate,

r = Aη + Bu² + cu³ + gηu + …,

where c and g are constants. Put u = is + v, with v small compared with s. The terms Aη and B(is)² cancel. At the next order, s³, what remains is

2iBsv − ics³ + igηs = 0,  so v = (cs² − gη)/(2B).

The derivative at the zero is r_T = 2Bu + 3cu² + gη. Inserting u gives

r_T = 2iBs + (cs² − gη) − 3cs² + gη = 2iBs − 2cs²,

up to terms of order s³. The mixed coefficient g has dropped out. Factoring out 2iBs gives r_T = 2iBs(1 + ics/B), and therefore

2πi/r_T = π/(Bs) − iπc/B² + O(s).

Since Bs = √(ABη), the real part is the leading delay. The constant part is purely imaginary. The total time is real, so the arc must supply the opposite imaginary constant. The arc integral changes by an amount of order η when V moves away from V*. The result is

t = πτ/√(ABη) + t0 + O(τ√η),

t0 = τ Re ∫_arc dT/r(T,V*).

Thus no logarithm of the overvoltage remains. The choice of endpoints enters t0, and the leading term does not depend on it. Raising Te to another fixed value adds the ordinary integral of τ dT/r(T,V*) between the two.

Just above the turning voltage, the delay is therefore the inverse-square-root term plus a constant t0, with a remainder of order τ√η and no logarithm. It remains to evaluate t0 for the example and to examine lateral temperature differences, noise and the limits of the one-temperature model.
